Why Car-Parrinello Dynamics Fails for Metals: A Two-Level Model

**Definitions and conventions**

Hartree atomic units are used. Car-Parrinello dynamics does not solve for the electronic ground state at each ionic position. It gives the orbitals a fictitious mass μ and lets them move by Newtonian equations together with the ions. The ions then feel nearly the ground-state (Born-Oppenheimer) force as long as the orbitals stay close to the ground state.

The model has one ionic coordinate R with mass M and one real, doubly occupied orbital in a two-dimensional basis,

c = (cos θ, sin θ).

The electronic matrix is

H(R) = h(R)·1 − (Δ/2) [[cos 2aR, sin 2aR], [sin 2aR, −cos 2aR]].

Its levels are h ∓ Δ/2, so Δ is the gap, here constant. The lower eigenvector is (cos aR, sin aR): the ground-state orbital turns by a radians per bohr of ionic motion. With the misalignment δ = θ − aR, the expectation value is c·Hc = h − (Δ/2) cos 2δ. Choosing 2h = KR²/2 + Δ gives, for two electrons,

E = 2 c·Hc = KR²/2 + Δ(1 − cos 2δ).

The Born-Oppenheimer energy (δ = 0) is KR²/2, with ionic frequency ω_I = √(K/M). The fictitious kinetic energy is μ|ċ|² = μθ̇². Every run starts at rest in the ground state: R = R₀, θ = aR₀.

**Equations of motion and energy flow**

The Lagrangian is L = μθ̇² + MṘ²/2 − E. Since ∂δ/∂θ = 1 and ∂δ/∂R = −a, it gives

2μθ̈ = −2Δ sin 2δ,
MR̈ = −KR + 2aΔ sin 2δ.

The last term is the error of the ionic force. Let W be the energy the orbital holds above the ground state:

W = μθ̇² + Δ(1 − cos 2δ).

Its rate of change is 2μθ̇θ̈ + 2Δ sin 2δ (θ̇ − aṘ). The first equation of motion cancels the θ̇ terms, leaving

dW/dt = −2aΔ Ṙ sin 2δ.

The ionic energy MṘ²/2 + KR²/2 changes at the rate Ṙ(MR̈ + KR) = +2aΔ Ṙ sin 2δ, so the ion loses what the orbital gains. A lasting flow needs sin 2δ to keep in step with the ionic velocity.

For small δ, sin 2δ ≈ 2δ and the orbital equation becomes

θ̈ = −ω_e² δ, with ω_e² = 2Δ/μ.

The same frequency holds for many orbitals in a fixed potential. Rotating an occupied orbital o towards an empty one u by a small angle κ costs 2κ²(ε_u − ε_o) and carries kinetic energy μκ̇². Hence 2μκ̈ = −4(ε_u − ε_o)κ. Different pairs do not mix at second order, because H has no elements between different eigenstates. A numerical test with two occupied orbitals among five levels confirms these frequencies. A small gap therefore means a slow orbital.

**Normal modes**

Define α = 2μa²/M, the ratio of the inertia of the turning orbital to that of the ion. Because 4aΔ/M = 2aμω_e²/M = αω_e²/a, the linear ionic equation is

R̈ = −ω_I² R + (α/a) ω_e² δ.

For motion at frequency Ω, with x = Ω², the two equations read

(ω_e² − x) θ = ω_e² aR,
(ω_I² + αω_e² − x) aR = αω_e² θ.

Multiplying them and cancelling αω_e⁴ on both sides gives

x² − x[ω_I² + (1 + α)ω_e²] + ω_e²ω_I² = 0.

The product of the roots gives Ω₊Ω₋ = ω_eω_I. Subtracting twice this from the sum of the roots gives

(Ω₊ − Ω₋)² = (ω_e − ω_I)² + αω_e².

The modes mix strongly when |ω_e − ω_I| is no larger than about √α ω_e. For a large gap the lower root is x ≈ ω_I²/(1 + α): the ion drags the orbital along and moves as if it were heavier.

The example takes M = 50000, ω_I = 0.001, μ = 400, a = 1 and R₀ = 0.02. Then α = 2 × 400/50000 = 0.016 and √α = 0.1265. At a gap of 0.1 hartree the lower mode lies at 0.992 ω_I, which agrees with 1/√1.016.

**Off resonance: a bounded loan**

To leading order in α the ion follows R = R₀ cos ω_I t. Using δ̈ = θ̈ − aR̈,

δ̈ + ω_e² δ = aω_I² R₀ cos ω_I t.

With δ = δ̇ = 0 at the start, the solution is

δ = aR₀ ω_I² (cos ω_I t − cos ω_e t)/(ω_e² − ω_I²).

Adding aR and differentiating gives

θ̇ = −aR₀ ω_eω_I (ω_e sin ω_I t − ω_I sin ω_e t)/(ω_e² − ω_I²).

For small δ, W = μ(θ̇² + ω_e²δ²). With μa² = αM/2 and the starting energy E₀ = Mω_I²R₀²/2,

W/E₀ = αω_e² S/(ω_e² − ω_I²)²,
S = (ω_e sin ω_I t − ω_I sin ω_e t)² + ω_I²(cos ω_I t − cos ω_e t)².

S is the squared length of the difference between the vectors (ω_e sin ω_I t, ω_I cos ω_I t) and ω_I(sin ω_e t, cos ω_e t). The first is no longer than the larger of the two frequencies; the second has length ω_I. Therefore

W/E₀ ≤ α/(1 − ω_I/ω_e)² for ω_e > ω_I,
W/E₀ ≤ 4αω_e²ω_I²/(ω_I² − ω_e²)² for ω_e < ω_I.

A long run approaches these bounds if the frequencies are incommensurate. Tests of the linear model at a = 0.1, where α is a hundred times smaller, reproduce them within 2 percent.

At a = 1, full nonlinear runs over 20 ionic periods give these largest shares:

- Gap 0.1 hartree, ω_e/ω_I = 22.4: 0.017 (bound 0.018).
- Gap 0.002 hartree, ratio 3.16: 0.033 (bound 0.034).
- Gap 0.001 hartree, ratio 2.24: 0.050 (bound 0.052).
- Gap 0.00002 hartree, ratio 0.316: 0.008 (bound 0.008).

For a large gap the share tends to α, to leading order in α. This is the kinetic energy of an orbital that turns with the ion, and it comes back in each cycle.

In the last case the gap lies far below the resonance, and at fixed turning rate a the pair takes less energy as the gap closes. It fails in another way: it no longer follows the ion. The solution for δ gives a largest misalignment of 2aR₀/|ω_e²/ω_I² − 1|, here 2aR₀/0.9 = 2.2 aR₀, as the run also shows. Adding aR to that solution gives θ = aR₀(ω_I² cos ω_e t − ω_e² cos ω_I t)/(ω_I² − ω_e²). The orbital swings mainly at its own slow frequency, with amplitude aR₀/0.9, and hardly responds to the faster motion of the ion. The force error is at most 2aΔ, which vanishes with the gap only because a is held fixed. Differentiating H shows that the element of dH/dR between the two eigenvectors has size g = aΔ. If g rather than a stays fixed as the gap closes, then a = g/Δ, the force-error bound stays 2g, and the bound for ω_e ≪ ω_I, 4αω_e²/ω_I², becomes 16g²/(MΔω_I²). This grows as Δ falls. The formula holds only while two conditions are met: aR₀ must stay small, for the linearization in δ, and the added ionic stiffness αω_e² = 4g²/(MΔ) must stay small beside ω_I², so that the ion still follows R₀ cos ω_I t. The second condition means that the share itself stays well below 1. Which condition fails first depends on R₀. That case was not run.

**At resonance: the whole energy changes hands**

The frequencies coincide when 2Δ/μ = ω_I², that is at

Δ_res = μω_I²/2 = 400 × 10⁻⁶/2 = 0.0002 hartree, or 5.4 meV.

Write ω for the common frequency, u = aR and p = √α θ. The linear equations become

ü = −ω²(1 + α)u + √α ω² p,
p̈ = −ω² p + √α ω² u.

For small α, drop α beside √α. Then u + p and u − p oscillate independently, with squared frequencies ω²(1 − √α) and ω²(1 + √α), so the frequencies are ω(1 ∓ √α/2). The starting value of p is √α aR₀, which is also dropped. Adding and subtracting the two cosines gives

u = aR₀ cos ωt cos(√α ωt/2),
p = aR₀ sin ωt sin(√α ωt/2).

The ionic energy follows the squared envelope of u, and the orbital holds the rest:

W/E₀ ≈ sin²(√α ω_I t/2).

The transfer is complete at t = π/(√α ω_I) = π/(0.1265 × 0.001) ≈ 24800 atomic units, or 0.60 ps, about four ionic periods. In the nonlinear run the orbital then holds 99.95 percent of E₀. At twice that time it holds less than 0.1 percent: a single pair returns the energy.

The amplitude matters. From p, the orbital should swing by aR₀/√α = 7.9 aR₀ = 0.16 radian, which is small enough for the linear theory. With R₀ = 0.2 bohr the same estimate gives 1.6 radians, and linear theory no longer applies. The restoring term sin 2δ ≈ 2δ − 4δ³/3 weakens as the swing grows, so the orbital slows and leaves the resonance. The run then transfers at most 36 percent of E₀. The softening is derived; that it alone sets this limit was not tested separately.

**A metal: many pairs, no return**

A metal has a quasi-continuum of gaps reaching down to zero. Model it by independent pairs j, with gaps Δ_j, turning rates a_j and frequencies ω_j = √(2Δ_j/μ), all coupled to one ion. For small misalignments δ̈_j + ω_j²δ_j = −a_jR̈, which is solved by

δ_j = −a_j ∫₀ᵗ cos[ω_j(t − s)] Ṙ(s) ds.

Differentiating twice confirms it, and both starting values vanish because Ṙ(0) = 0. Each pair exerts the force 4a_jΔ_jδ_j = 2μω_j²a_jδ_j, so

MR̈ = −KR − ∫₀ᵗ Γ(t − s) Ṙ(s) ds, Γ(t) = Σ_j 2μa_j²ω_j² cos ω_j t.

The orbitals act on the ion as friction with memory. For weak coupling the motion is nearly harmonic over the memory time, and

Ṙ(t − τ) ≈ Ṙ(t) cos ω_Iτ + ω_I R(t) sin ω_Iτ.

The second part shifts the force constant. The first is a friction force −GṘ, with G = ∫₀^∞ Γ(τ) cos ω_Iτ dτ. The ion loses energy at the rate GṘ². Over a cycle the mean of Ṙ² is the ionic energy divided by M, so the energy decays at the rate γ = G/M.

For a dense set of pairs, the time integral of cos ω_jτ cos ω_Iτ acts as (π/2)δ(ω_j − ω_I), where δ( ) is the Dirac function: resonant pairs alone contribute. Let the gaps be spread evenly from 0 to B, let all turning rates a_j be equal, and write A² = Σ_j a_j². Both choices are made for simplicity; neither describes a real metal (see the last section). Since Δ = μω²/2, dΔ = μω dω, and the sum of a_j² becomes the integral of A²μω dω/B. Then

G = (π/2)(2μω_I²)(A²μω_I/B),
γ = πμ²A²ω_I³/(MB).

With 1000 pairs, B = 0.002 hartree and A² = 1,

γ = π × 400² × 10⁻⁹/(50000 × 0.002) = 5.03 × 10⁻⁶ per atomic unit of time.

The linear many-pair model gives 4.78 × 10⁻⁶, 5 percent below this leading-order value, and an energy lifetime of 5.1 ps. After 9.7 ps the ion keeps 15 percent of its energy. These numbers belong to the linear model. With 1000 pairs the decay rate is about equal to the spacing of the pair frequencies given next, so only a few pairs take up the energy, and their misalignments must stay small. At a large amplitude such as R₀ = 0.2 bohr they do not, and the linear rate no longer applies. Near ω_I the pair frequencies are B/(1000 μω_I) = 5 × 10⁻⁶ apart, so the energy can return only after about 2π/(5 × 10⁻⁶) ≈ 1.3 × 10⁶ atomic units, three times the length of the run.

If the same band is lifted by 0.002 hartree, its slowest pair lies at 3.2 ω_I. No pair is resonant, and over the same time the ion never lacks more than 2.6 percent of its energy.

**What a smaller fictitious mass can do**

In an insulator with smallest gap Δ_min, choosing μ well below 2Δ_min/ω_I², with the highest ionic frequency for ω_I, separates the two spectra. In a gapless continuum, a smaller μ merely moves the resonance to a smaller gap, where there are still pairs. For the flat gap density and equal turning rates used here the loss falls as μ²: halving μ reduces the computed rate by a factor of 3.9, against 4 at leading order. The price is a time step that shrinks as √μ, because the fastest orbital frequency grows as 1/√μ. In general γ is πμ²ω_I³/M times the sum of a_j² per unit gap at Δ_res = μω_I²/2. If a_j = g/Δ_j with a fixed coupling g and a flat gap density, that sum grows as 1/μ² and the gain cancels. A flat gap density is not what a metal has. With a constant density of one-electron levels, the number of occupied-empty pairs per unit gap is proportional to Δ. Combined with a_j = g/Δ_j, the sum then grows as 1/Δ_res ∝ 1/μ, and γ falls only as μ. The power of μ depends on these model choices. In a true continuum with equal turning rates the heating can be delayed, but lowering μ never restores the separation. A finite set of pairs, as in a finite simulation cell, behaves differently. The spacing B/(Nμω_I) of N pairs grows as 1/μ while γ falls as μ², so their ratio falls as μ³: for 1000 pairs it is 1.0 at μ = 400 and 0.016 at μ = 100. The rate law then holds only up to the return time 2π/spacing. Beyond that time the loss is bounded, and its size depends on how close the nearest pair lies to the ionic frequency.

These rates belong to fixed gaps, independent pairs and orbitals that start cold. The model leaves out self-consistent response, fractional occupations and level crossings, so it shows the mechanism and does not predict the heating rate of a particular metal. The numerical output lists the remaining values.

Calculated quantities

```
ion mass M = 50000 m_e; fictitious mass mu = 400 m_e bohr^2
ion frequency w_I = 0.0010 a.u.; period = 6283 a.u. of time
force constant K = 0.050 hartree/bohr^2; orbital turn a = 1.0 rad/bohr
start R0 = 0.02 bohr; start energy E0 = 1.00e-05 hartree
alpha = 2 mu a^2/M = 0.0160; sqrt(alpha) = 0.1265
resonant gap mu w_I^2/2 = 0.000200 hartree = 5.44 meV
lower mode / w_I at gap 0.1 hartree = 0.99208
mode splitting at resonance = 1.2649e-04 a.u. of frequency
full runs over 20 ion periods; lag = largest |theta - aR| / (a R0)
gap 0.10000 hartree: w_e/w_I 22.361, max W/E0 0.0172, formula 0.0175, lag 0.0039
gap 0.01000 hartree: w_e/w_I 7.071, max W/E0 0.0212, formula 0.0217, lag 0.0401
gap 0.00200 hartree: w_e/w_I 3.162, max W/E0 0.0331, formula 0.0342, lag 0.2174
gap 0.00100 hartree: w_e/w_I 2.236, max W/E0 0.0496, formula 0.0524, lag 0.4853
gap 0.00020 hartree: w_e/w_I 1.000, max W/E0 1.0000, formula resonance, lag 7.9273
gap 0.00002 hartree: w_e/w_I 0.316, max W/E0 0.0078, formula 0.0079, lag 2.2142
transfer time pi/(sqrt(alpha) w_I) = 24836 a.u. = 0.601 ps
W/E0 at the transfer time = 0.9995; at twice that time = 0.0007
resonant gap, R0 = 0.2 bohr: max W/E0 = 0.3582
many pairs: N = 1000, band width B = 0.002 hartree, A^2 = 1.0 rad^2/bohr^2
metal, mu = 400: decay rate measured 4.781e-06, formula 5.027e-06 per a.u. of time
metal, mu = 200: decay rate measured 1.227e-06, formula 1.257e-06 per a.u. of time
metal, ratio of measured rates mu 400 / mu 200 = 3.895
metal, mu = 400: energy lifetime (measured) = 5.06 ps
run length = 400000 a.u. of time = 9.68 ps
metal, mu = 400: ionic energy left at the end / E0 = 0.1471
gapped band (lifted by 0.002 hartree): largest loss / E0 = 0.0255
```
